\section*{Hole contact resistivity from six-band transmission with adaptive transverse refinement}

\section{Two kinds of hole meet one barrier}

Holes leaving a metal for a heavily doped p-type semiconductor must tunnel through a depletion layer a few nanometres thick. Light holes decay more slowly in it than heavy holes, but occupy a smaller disc of transverse wavevectors. A calculation of the contact resistivity must resolve that disc without losing the current outside it.

Take a flat (001) interface at $z=0$, metal at $z<0$, and coherent transport that conserves $\mathbf k=(k_x,k_y)$. Hole energy $E$ is positive, measured from the bulk valence-band edge. Carriers with normal velocity $v_z$ and transmission $T$ carry
\[
J=e\int\!\frac{d^2k}{(2\pi)^2}\int\!\frac{dk_z}{2\pi}\,v_zT\,(f_{\rm metal}-f_{\rm semi}).
\]
Since $v_z\,dk_z=dE/\hbar$, the prefactor becomes $e/h$. A small voltage $V$ gives $f_{\rm metal}-f_{\rm semi}=eV(-\partial f/\partial E)$, so
\begin{equation}
\frac1{\rho_c}=\frac JV=\frac{e^2}{h}\int dE\left(-\frac{\partial f}{\partial E}\right)M(E),\qquad
M(E)=\int\!\frac{d^2k}{(2\pi)^2}\,T(E,\mathbf k).
\label{rho}
\end{equation}
Here $T$ is summed over all channels, so no further spin factor appears.

\section{Why one effective mass is not enough}

Let $c_0=\hbar^2/2m_0$. In the basis $X,Y,Z$, each with two spins, the kinetic part of the hole Hamiltonian is
\begin{align}
H_{ii}&=c_0[(\gamma_1+4\gamma_2)k_i^2+(\gamma_1-2\gamma_2)(k_x^2+k_y^2+k_z^2-k_i^2)],\\
H_{ij}&=6c_0\gamma_3k_ik_j\quad(i\ne j).
\end{align}
To this are added $\Delta(1-\mathbf L\cdot\boldsymbol\sigma)/3$, the biaxial strain term $\mathrm{diag}(-s,-s,2s)$, and a constant that puts the lowest bulk energy at zero. Sorting by powers of $k_z$ gives $H=Ak_z^2+Bk_z+C$, where $B$ and $C$ depend on $\mathbf k$.

At $\mathbf k=0$ heavy holes contain only $X$ and $Y$, so their kinetic coefficient is $c_h=c_0(\gamma_1-2\gamma_2)$. The light state is two thirds $Z$, hence
\[
c_l=c_0\left[\tfrac23(\gamma_1+4\gamma_2)+\tfrac13(\gamma_1-2\gamma_2)\right]=c_0(\gamma_1+2\gamma_2),
\]
if its coupling to the split-off band is neglected.

The example uses round parameters: $\gamma_1=8$, $\gamma_2=2$, $\gamma_3=3$, $\Delta=0.2$ eV, relative permittivity 14, a barrier $\Phi=0.4$ eV above the Fermi level, and 300 K. The masses along $z$ are then 0.25 and 0.083 $m_0$. For acceptor density $N_a=5\times10^{19}$ cm$^{-3}$, neutrality $p(\mu)=N_a$ gives $\mu=0.0984$ eV.

In full depletion $U''=e^2N_a/\varepsilon$, with $U=U'=0$ at $z=W$. Integrating twice,
\begin{equation}
U(z)=U_0\left(1-\frac zW\right)^2,\qquad U_0=\mu+\Phi,\qquad W^2=\frac{2\varepsilon U_0}{e^2N_a}.
\end{equation}
Here $U_0=0.4984$ eV and $W=3.93$ nm.

For one mass with coefficient $c$, the tunnelling action at $E=\mu$ is $S=2\int dz\sqrt{(U-\mu)/c}$ up to the turning point. Substituting $y=\sqrt{U_0}(1-z/W)$,
\begin{align}
S&=\frac{2W}{\sqrt{cU_0}}\int_{\sqrt\mu}^{\sqrt{U_0}}\sqrt{y^2-\mu}\,dy\nonumber\\
&=\frac{W}{\sqrt{cU_0}}\left[\sqrt{U_0\Phi}-\mu\ln\frac{\sqrt{U_0}+\sqrt{\Phi}}{\sqrt\mu}\right],
\end{align}
because $U_0-\mu=\Phi$. The bracket is $0.4465-0.1428=0.3037$ eV, giving $S=4.33$ for heavy and 2.50 for light holes. The exponentials differ by $e^{1.83}\approx6.2$. The six-band calculation gives $T=0.392$ for the light and split-off channels and 0.056 for the heavy ones, a ratio of 7.1. Most of the gap comes from the neglected split-off coupling: with it, the action of the slowest-decaying state drops to 2.35 and the exponentials differ by $e^{1.98}\approx7.3$.

Away from $\mathbf k=0$ the separation fails: $B$ and $C$ mix the channels, and an incident heavy hole can tunnel through an evanescent state of partly light character. Adding two scalar currents omits this, so the matrix problem has to be solved.

\section{A matching rule that conserves current}

Inside the semiconductor replace $k_z$ by $-i\,d/dz$. With
\begin{equation}
F=A\psi'+\tfrac i2B\psi,
\end{equation}
the equation $H\psi=E\psi$ reads
\begin{equation}
-F'-\tfrac i2B\psi'+(C+U-E)\psi=0.
\label{ode}
\end{equation}
The current is proportional to $\operatorname{Im}\psi^\dagger F$. Continuity of $\psi$ and $F$ at the interface therefore conserves current, and I adopt it. It is not the only such rule: it places half of $B$ on each side of the derivative, and unequal (Burt--Foreman) splittings conserve current too.

The metal is modelled as a wide band with the same normal velocity $v=10^6$ m/s in all six channels. If its kinetic coefficient is $A_M$ and its normal wavevector $q$, then $\hbar v=2A_Mq$, and only $Q=A_Mq=\hbar v/2$ enters. For incident amplitude $\chi$ and reflected amplitude $r$, $\psi_0=\chi+r$ and $F_0=iQ(\chi-r)$. Eliminating $r$,
\begin{equation}
F_0=iQ(2\chi-\psi_0).
\label{metal}
\end{equation}

Use sites $z_n=na$. Central differences give the hop to the right and the site matrix
\[
V=-\frac A{a^2}-\frac{iB}{2a},\qquad H_n=\frac{2A}{a^2}+C+U(z_n).
\]
In the flat bulk, $\psi_n=\lambda^nu$ gives twelve solutions. With an infinitesimal positive imaginary part added to $E$, the six with $|\lambda|<1$ travel or decay away from the interface. If $\mathcal U$ holds their vectors and $\Lambda$ their factors, $\psi_{n+1}=\mathcal U\Lambda\mathcal U^{-1}\psi_n$, so the first self-energy is $\Sigma_N=V\mathcal U\Lambda\mathcal U^{-1}$.

Write $V\psi_{n+1}=\Sigma_n\psi_n$. The equation at site $n$ becomes $(E-H_n-\Sigma_n)\psi_n=V^\dagger\psi_{n-1}$, and multiplying its solution by $V$ gives
\begin{equation}
\Sigma_{n-1}=V(E-H_n-\Sigma_n)^{-1}V^\dagger .
\end{equation}
This recursion carries the bulk condition to the interface.

There, integrate \eqref{ode} from 0 to $a/2$, using
\[
F(a/2)\simeq\frac{A(\psi_1-\psi_0)}a+\frac i4B(\psi_0+\psi_1),\qquad
\psi(a/2)\simeq\frac{\psi_0+\psi_1}2 .
\]
The two terms in $B$ add to $-\tfrac i4B(\psi_0+\psi_1)-\tfrac i4B(\psi_1-\psi_0)=-\tfrac i2B\psi_1$. After division by $a$ this is the $B$ part of $V\psi_1$, and
\[
\frac{F_0}a+\frac A{a^2}\psi_0+V\psi_1+\tfrac12(C+U_0-E)\psi_0=0.
\]
Insert \eqref{metal} and $V\psi_1=\Sigma_0\psi_0$. Then $\psi_0=G(2iQ/a)\chi$ with
\begin{equation}
G=\left[\tfrac12(E-C-U_0)-\frac A{a^2}+\frac{iQ}a-\Sigma_0\right]^{-1}.
\end{equation}
Multiplying the half-cell equation by $\psi_0^\dagger$ and taking the imaginary part gives the transmitted flux
\[
\operatorname{Im}\psi_0^\dagger F_0=-a\operatorname{Im}\psi_0^\dagger\Sigma_0\psi_0=\frac a2\psi_0^\dagger\Gamma\psi_0,\qquad \Gamma=i(\Sigma_0-\Sigma_0^\dagger).
\]
The incident flux is $Q\chi^\dagger\chi$. Summing over six orthonormal $\chi$,
\begin{equation}
T=\frac1Q\,\frac a2\,\frac{4Q^2}{a^2}\operatorname{Tr}(G^\dagger\Gamma G)
=\frac{2Q}a\operatorname{Tr}(G^\dagger\Gamma G).
\end{equation}

As a test, the differential equation was integrated directly. At $\mathbf k=(0.5,0.25)$ nm$^{-1}$ it gives 0.2804; the lattice gives 0.2816 at $a=0.119$ nm and 0.2807 at half that step. The error falls by about four, as expected for second order.

\section{What a uniform transverse grid misses}

The obvious next step is to sum $T$ over a square grid. At $E=\mu$, placing the grid with $\mathbf k=0$ on a point (centred) or between points (offset) gives these errors, relative to a tight adaptive integration:

\begin{center}
\begin{tabular}{c|cc|cc}
 & \multicolumn{2}{c|}{$5\times10^{19}$ cm$^{-3}$} & \multicolumn{2}{c}{$10^{19}$ cm$^{-3}$}\\
step (nm$^{-1}$) & offset & centred & offset & centred\\\hline
0.4 & $-0.8\%$ & $+3.9\%$ & $+3.2\%$ & $-16.6\%$\\
0.2 & $-1.5\%$ & $+1.6\%$ & $-3.6\%$ & $+9.3\%$\\
0.1 & $+0.3\%$ & $-0.4\%$ & $-0.9\%$ & $-1.3\%$
\end{tabular}
\end{center}

At the higher doping even the coarse grids do well. The light region is not narrow there: its root-mean-square radius is 0.50 nm$^{-1}$, against 1.01 for the whole open region. At $10^{19}$ cm$^{-3}$ the radii are 0.20 and 0.42. The light region keeps about a quarter of the open area in both cases; what changes with doping is its size relative to a fixed grid step, not relative to the whole open region. The small error of one coarse grid can also be luck, since moving the grid changes its size and sign.

The edges are a second difficulty. Near a simple parabolic edge $k_e$, the new channel has $k_z\propto\sqrt{k_e-k}$, and its flux starts in proportion to $k_z$. The slope of $T$ is then unbounded at the edge, and a polynomial rule that straddles it converges slowly. The edges also move with energy, so no single grid fits the thermal integral.

\section{Refinement anchored at the band edges}

Blind halving has its own weakness: two coarse estimates may agree because both missed the same feature. Bulk bands supply the missing information. Let $k_l(E,\varphi)$ be the largest transverse wavevector at which the second spin-degenerate pair has a state of energy $E$ for some $k_z$, and $k_h$ the same for the lowest pair. Each radial line is cut at $k_l$ and $k_h$. Around the [100] and [010] axes (for the main contact at $E=\mu$, out to at least $22.5^\circ$ but not at $37.5^\circ$) warping can add an edge inside $k_h$, where the lowest pair at $k_z=0$ rises above $E$ while states at larger $|k_z|$ stay open. No cut is placed there; that edge is left to the halving. The names light and heavy are labels here, because the states are mixed.

The line ends at a safe radius. For these parameters the smallest kinetic coefficient lies along [110] and equals $c_0(\gamma_1+\gamma_2-3\gamma_3)=c_0$. The other local terms have minimum zero, so $E\ge c_0k^2$ and no bulk state lies beyond $k=\sqrt{E/c_0}$. If this coefficient were not positive, the differential operator would lose ellipticity and the scheme should not be used.

Fourfold symmetry and the mirrors leave one octant. With $P$ midpoint angles,
\begin{equation}
M(E)\simeq\frac1{2\pi P}\sum_{j=0}^{P-1}\int_0^{\sqrt{E/c_0}}k\,T(E,k,\varphi_j)\,dk,\qquad
\varphi_j=\frac{(j+\frac12)\pi}{4P}.
\end{equation}
The angular harmonics are $\cos4m\varphi$. Their midpoint sum is $\sin(m\pi)/[2\sin(m\pi/2P)]$, which vanishes unless $m$ is a multiple of $2P$. With $P=3$ the first harmonic missed is $\cos24\varphi$.

The algorithm is then:
\begin{enumerate}
\item Integrate each cell with four Gauss points, including its angular and thermal weights.
\item Halve the cell and integrate both halves.
\item Accept their sum if it differs from the parent by at most $10^{-3}$ of the first estimate of the \emph{whole} integral; otherwise treat each half as a new cell.
\end{enumerate}
The common scale keeps effort away from energies that carry little current. The criterion estimates the error and does not bound it.

At $E=\mu$ the main contact needs 140 transmission evaluations and gives $M=0.015423$ nm$^{-2}$. Six angles and a tenfold tighter criterion give 0.015416, a relative change of 0.05\%. This tests the transverse sum only: the lattice step $a=0.119$ nm leaves a larger error, and the differential equation without a lattice gives 0.01536, lower by 0.4\%. Nine starting cells with their first halving cost $9\times12=108$ evaluations; the other 32 come from two cells that failed. Few cells thus need more than the first halving. No run without the cuts was made, so their separate gain is not measured. The band-edge search costs additional bulk diagonalizations, not included in this count.

The light region holds 24\% of the open area and 57\% of the conductance. Its mean transmission is 0.441, so it contributes
\[
\frac{\pi(0.498)^2}{4\pi^2}\times0.441=0.0087\ \text{nm}^{-2}.
\]
This includes heavy holes with the same $\mathbf k$. The remaining 43\% comes from outside, where the mean is 0.109; restricting the integral to the light disc would be wrong. Nor is $T$ a simple peak at the centre: at $22.5^\circ$ it rises from 0.448 at $k=0$ to 0.461 at 0.2 nm$^{-1}$, then falls to 0.249 at 0.6.

\section{From Fermi-level transmission to resistivity}

The thermal factor has full width $3.5kT\approx0.09$ eV at half maximum, about a fifth of the energy window. The window is therefore split at $\mu$, with eight Gauss points on each side.

Since $e^2/h=3.874\times10^{-5}$ S, using $M(\mu)$ alone would give
\[
\rho_c=\frac1{3.874\times10^{-5}\times0.015423\times10^{14}}
=1.67\times10^{-8}\ \Omega\,\text{cm}^2 .
\]
The thermal integral gives $1.32\times10^{-8}$ $\Omega$\,cm$^2$ ($1.32\times10^{-12}$ $\Omega$\,m$^2$), 21\% lower. The thermal weight is even about $\mu$, so the gain in $M$ above $\mu$, where the barrier is thinner and more modes are open, must outweigh the loss below.

A lower limit follows by letting every open mode transmit fully. Each right-moving mode accounts for half the crossings in $k_z$, so
\begin{equation}
M_{\rm open}(E)=\int\!\frac{d^3k}{(2\pi)^3}\,\pi\sum_n\left|\frac{\partial E_n}{\partial k_z}\right|\delta(E-E_n).
\end{equation}
For the main contact this limit is $1.1\times10^{-9}$ $\Omega$\,cm$^2$. At $2\times10^{20}$ cm$^{-3}$, $W$ shrinks to 2.2 nm and $\rho_c$ falls to $1.2\times10^{-9}$, about three times its own limit of $3.8\times10^{-10}$. There the number of semiconductor modes begins to matter alongside the barrier.

Now apply $-1\%$ in-plane strain, with $s=0.035$ eV, holding doping and $\Phi$ fixed. Heavy holes shift by $-s$. The light and split-off states have diagonal energies $s$ and $\Delta$ and coupling $\sqrt2s$. Measured from the heavy edge, the light edge is
\[
s+\tfrac12\left[s+\Delta-\sqrt{(\Delta-s)^2+8s^2}\right]=0.056\ \text{eV}.
\]
The resistivity rises by a factor 1.9 at $5\times10^{19}$ cm$^{-3}$ and 1.3 at $2\times10^{20}$. The share of the current from the light region falls in both cases. The accompanying changes of $\mu$ and $W$ do not cause the increase: applied alone to the unstrained bands, they lower the resistivity by about 20\% and 14\%, respectively.

This is not a rule against compressive strain. If the Fermi level stays fixed relative to the mean band energy, the shear term by itself lowers $\Phi$ by 0.035 eV. In the unstrained contact, lowering $\Phi$ by 0.05 eV multiplies the Fermi-level resistivity by 0.66, so the smaller shift from shear can offset part of the penalty.

\section{How far the model can be trusted}

The parameters are meant for the rough regime of silicide contacts to p-type silicon-germanium source and drain layers. For a target resistivity near $10^{-9}$ $\Omega$\,cm$^2$ the main example is too lightly doped; the $2\times10^{20}$ case is closer. The largest correction found concerns full depletion. Free holes penetrate the layer and lengthen the potential tail; a semiclassical Poisson profile multiplies the main contact's thermal resistivity by about 1.6 and its Fermi-level resistivity by 1.8. An image potential with a 0.1 nm cutoff multiplies the latter by about 0.8. These factors were found separately and need not simply multiply. Their size shows that the main result is uncertain by a factor of 1.6 or more; its three digits describe the model only.

With transmission taken at the Fermi level, halving the metal velocity raises the resistivity by 5\%, and doubling it raises it by 32\%. For one channel with $F_0=Y\psi_0$, matching gives $T\propto Q/|Y+iQ|^2$, which is largest at $Q=|Y|$. Under a thick barrier $|Y|\approx\sqrt{c\,\Phi}$, or 0.25 eV\,nm for heavy and 0.43 for light holes. Since $1/T$ varies as $|Y|^2/Q+Q$ plus a constant, both halving and doubling $Q$ reduce $T$ if $Q$ lies within a factor $\sqrt2$ of $|Y|$. The chosen $Q=0.33$ eV\,nm does so for light holes. For heavy holes it is a borderline case, and the slope of the barrier, neglected in this estimate, decides: at $\mathbf k=0$ halving $Q$ slightly raises their transmission. At the Fermi level the larger loss in the light and split-off channels outweighs this gain. In the thermal average it does not: halving the velocity then lowers the resistivity by about 5\%, while doubling it still raises it, by nearly 40\%. The estimate points the same way, since carriers above $\mu$ meet a lower barrier, so that $|Y|$ and the best $Q$ are smaller for them.

An unequal splitting of $B$ in the matching rule changes the Fermi-level resistivity in proportion to the asymmetry: dividing $6\gamma_3=18$ as $13+5$ instead of $9+9$ gives $+13\%$ or $-11\%$, depending on the order, and placing all of it on one side gives $+28\%$ or $-18\%$. Coupling to the conduction band, absent from six bands, would raise the light-hole exponential factor by 8 to 11\%, and the transmission at $\mathbf k=0$ by 6 to 8\%, for a rough gap of 2 eV and a Kane energy of 18 to 26 eV; a two-band formula, which assigns the whole light mass to this coupling, gives 15\%. The mean dopant spacing, 2.7 nm, is comparable with $W$, so a smooth dopant charge is itself doubtful. Its effect was not computed, nor were those of interface disorder, inelastic scattering and a real metal band structure. Adaptive integration removes none of these uncertainties; it keeps the transverse sum from adding another. The full set of values is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
hbar^2/2m0 = 0.03810 eV nm^2, kT = 0.02585 eV at 300 K
gamma1,2,3 = 8.0, 2.0, 3.0; spin-orbit = 0.2 eV
relative permittivity = 14.0, hole barrier = 0.4 eV
metal velocity = 1.0e+06 m/s, hbar v = 0.6582 eV nm
masses along z: heavy 0.2500, light 0.0833 m0
MAIN CONTACT: Na = 5e+19 cm^-3, unstrained
mu = 0.0984 eV, U0 = 0.4984 eV, W = 3.927 nm
grid step = 0.1190 nm, cells = 33
T at k=(0.1,0.05)/nm: grid 0.45262, half step 0.45250, continuum 0.45246
T at k=(0.5,0.25)/nm: grid 0.28156, half step 0.28072, continuum 0.28044
T(k=0), both spins: heavy 0.05553, light+split-off 0.39212
tunnelling action: heavy 4.328, light 2.499
k (1/nm), 22.5 deg: 0.0  0.2  0.4  0.6  0.8  1.0
T at mu: 0.4477  0.4612  0.4421  0.2493  0.0604  0.0000
rms edge radius at mu: light 0.498, heavy 1.010 1/nm
light region: 24.3 % of open area, 56.6 % of conductance
mean T: inside light region 4.414e-01, outside 1.090e-01
adaptive sum at mu 1.5423e-02 nm^-2, 140 points
tighter, 6 angles 1.5416e-02 nm^-2, 344 points
uniform step 0.40 1/nm: error offset -0.75 %, centred +3.88 %, 13/17 points
uniform step 0.20 1/nm: error offset -1.53 %, centred +1.64 %, 52/58 points
uniform step 0.10 1/nm: error offset +0.34 %, centred -0.38 %, 203/218 points
uniform step 0.05 1/nm: error offset -0.07 %, centred +0.06 %, 813/845 points
LOWER DOPING: Na = 1e+19 cm^-3, mu 0.0197 eV, W 8.059 nm
rms edge radius at mu: light 0.204, heavy 0.420 1/nm
light region: 23.5 % of open area, 57.6 % of conductance
mean T: inside light region 7.497e-03, outside 1.698e-03
adaptive sum at mu 4.2932e-05 nm^-2, 140 points
tighter, 6 angles 4.2922e-05 nm^-2, 392 points
uniform step 0.40 1/nm: error offset +3.20 %, centred -16.64 %, 3/4 points
uniform step 0.20 1/nm: error offset -3.57 %, centred +9.26 %, 11/13 points
uniform step 0.10 1/nm: error offset -0.89 %, centred -1.26 %, 41/48 points
uniform step 0.05 1/nm: error offset +0.40 %, centred +0.48 %, 162/179 points
strain: in-plane -1.0 %, normal 0.75 %, b = -2.0 eV, s = 0.0350 eV
THERMAL RESULTS (barrier held fixed)
Na 5e+19 cm^-3 unstrained: rho = 1.317e-08 ohm cm^2
  mu 0.0984 eV, W 3.927 nm, light edge 0.0000 eV, light share 61.7 %
  ballistic limit 1.134e-09 ohm cm^2, 1744 points
Na 5e+19 cm^-3 strained: rho = 2.497e-08 ohm cm^2
  mu 0.1261 eV, W 4.035 nm, light edge 0.0563 eV, light share 50.3 %
  ballistic limit 1.175e-09 ohm cm^2, 1648 points
Na 2e+20 cm^-3 unstrained: rho = 1.230e-09 ohm cm^2
  mu 0.2258 eV, W 2.200 nm, light edge 0.0000 eV, light share 60.1 %
  ballistic limit 3.787e-10 ohm cm^2, 1792 points
Na 2e+20 cm^-3 strained: rho = 1.547e-09 ohm cm^2
  mu 0.2578 eV, W 2.256 nm, light edge 0.0563 eV, light share 54.8 %
  ballistic limit 3.787e-10 ohm cm^2, 1832 points
main result = 1.317e-12 ohm m^2
NEGLECTED EFFECTS: factor on rho at mu, main contact
free-hole tail (profile 6.58 nm long): 1.828
image force (cutoff 0.1 nm): 0.793
interface field 2.54 MV/cm, ideal lowering 0.162 eV
metal velocity halved 1.049, doubled 1.322
barrier lower by 0.05 eV: 0.663
conduction-band coupling, rough gap 2.0 eV: light T x 1.153
mean dopant spacing 2.71 nm, W 3.93 nm
\end{verbatim}
